# Landau Diamagnetism from the Static Transverse Current Response

## Problem

A three-dimensional gas of non-interacting electrons has density $n$, charge $-e$, mass $m$, dispersion $\varepsilon_k=\hbar^2k^2/2m$ and spin $g$-factor 2. A weak static vector potential points along $x$ and varies along $z$:

$$A_x(z)=A_q e^{iqz}+\text{c.c.}$$

It is transverse, because its direction is perpendicular to its wavevector. The orbital motion responds with a current of the same form, $j_q=-K(q)A_q$. Expand $K(q)$ to order $q^2$, deduce the orbital susceptibility $\chi_L$, and find its ratio to the Pauli spin susceptibility $\chi_P$.

SI units are used, and $\chi$ is defined by $M=\chi B/\mu_0$, with $B$ the total field. This differs from the definition through $H$ by terms of order $\chi^2$. The field is static from the start, and $q$ tends to zero afterwards.

## The response function

**The current.** The Hamiltonian of one electron is

$$\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{e}{m}A_xp_x+\frac{e^2A_x^2}{2m},$$

where $p_x$ and $A_x(z)$ commute. The velocity along $x$ is $(p_x+eA_x)/m$. Its second part gives, to first order in $A$, the current $-(ne^2/m)A_q$. Its first part gives a current through the change of the electronic state.

To find that change, let $W=(e/m)A_xp_x$ and let $\rho=f(H)$ be the equilibrium one-particle density matrix, with $f$ the Fermi function. Since $\rho$ commutes with $H$, the first-order part of $[H,\rho]=0$ between plane waves $a$ and $b$ reads

$$(\varepsilon_a-\varepsilon_b)\rho^{(1)}_{ab}+W_{ab}(f_b-f_a)=0,
\qquad
\rho^{(1)}_{ab}=W_{ab}\frac{f_a-f_b}{\varepsilon_a-\varepsilon_b}.$$

For equal energies the quotient means its limit, $f'=df/d\varepsilon$. Label by $\pm$ the states with wavevectors $\mathbf k\pm\mathbf q/2$. They share the velocity $v_x=\hbar k_x/m$, so $W_{+-}=e v_xA_q$. The current component is

$$-\frac{2e}{V}\sum_{\mathbf k}v_x\rho^{(1)}_{+-}=-e^2S\,A_q,
\qquad
S=\frac2V\sum_{\mathbf k}v_x^2\,\frac{f_+-f_-}{\varepsilon_+-\varepsilon_-},$$

where the factor 2 counts spin. Adding both currents,

$$K(q)=e^2\left(\frac nm+S(q)\right).$$

**The link to $\chi$.** From $\mathbf B=\nabla\times\mathbf A$, $B_y=\partial_zA_x$ has the component $iqA_q$. From $\mathbf j=\nabla\times\mathbf M$, $j_x=-\partial_zM_y$, so

$$j_q=-iq\,\frac{\chi}{\mu_0}\,iqA_q=\frac{\chi q^2}{\mu_0}A_q,
\qquad K=-\frac{\chi q^2}{\mu_0}$$

to order $q^2$. A positive coefficient of $q^2$ means diamagnetism.

**The Pauli susceptibility.** Let $D(\varepsilon)=C\sqrt\varepsilon$ be the density of states per volume for both spins, and define

$$\nu=\frac{\partial n}{\partial\mu}=\int_0^\infty D(\varepsilon)\,[-f'(\varepsilon)]\,d\varepsilon .$$

A field lowers the energy of one spin species by $\mu_BB$ and raises the other by the same amount. At fixed chemical potential $\mu$ the densities, each $n/2$ without field, change by $\pm\frac12\nu\mu_BB$. The magnetization is $\mu_B$ times their difference, $\mu_B^2\nu B$, so

$$\chi_P=\mu_0\mu_B^2\nu,\qquad \mu_B=\frac{e\hbar}{2m}.$$

Keeping $n$ fixed instead would shift $\mu$ at order $B^2$ and leave this linear result unchanged.

## A tempting solution

The two energies in $S$ are

$$\varepsilon_\pm=\varepsilon_k+\eta\pm\frac{\Delta}{2},\qquad
\eta=\frac{\hbar^2q^2}{8m},\qquad
\Delta=\frac{\hbar^2k_zq}{m}=\hbar v_zq .$$

For small $q$ they lie close together, and a difference quotient over a short interval is the derivative at its midpoint:

$$\frac{f_+-f_-}{\varepsilon_+-\varepsilon_-}\approx f'(\varepsilon_k+\eta).$$

The Fermi function depends on $\varepsilon-\mu$, so adding $\eta$ to the energy is the same as lowering $\mu$ by $\eta$. It remains to evaluate the sum with $f'(\varepsilon_k)$. By isotropy $v_x^2$ averages to $v^2/3=2\varepsilon/3m$. Integrating by parts with $d(\varepsilon D)/d\varepsilon=\frac32D$,

$$\frac2V\sum_{\mathbf k}v_x^2f'(\varepsilon_k)
=\frac{2}{3m}\int_0^\infty \varepsilon D f'\,d\varepsilon
=-\frac1m\int_0^\infty Df\,d\varepsilon=-\frac nm .$$

With the lowered chemical potential,

$$S\approx-\frac{n(\mu-\eta)}{m}\approx-\frac nm+\frac{\eta\nu}{m},
\qquad
K\approx\frac{e^2\eta\nu}{m}=\frac{e^2\hbar^2\nu}{8m^2}q^2=\frac{\mu_B^2\nu}{2}q^2 .$$

This yields $\chi_L=-\frac12\chi_P$. The result has a reasonable appearance: $K(0)$ vanishes, the sign is diamagnetic, and the ratio does not depend on temperature.

## Where it fails

The same approximation can be tried on a case whose answer is known. Let $\mathbf A$ point along $\mathbf q$. A static potential of this kind is a gradient, $\mathbf A=\nabla\lambda$. It carries neither a magnetic nor an electric field, and the phase factor $e^{-ie\lambda/\hbar}$ on the wave functions removes it from the Hamiltonian. The current must vanish at every $q$.

In the response function the change is that $v_x^2$ becomes $v_z^2$, where $v_z=\hbar k_z/m$ is the mean of the velocities of the two states. The midpoint approximation uses the isotropic average $v^2/3$ and cannot tell $v_z^2$ from $v_x^2$. It therefore predicts the same non-zero $K$ for a potential without physical effect. The approximation, and not the physics of the transverse case, is at fault.

The Taylor expansion about the midpoint energy $\bar\varepsilon=\varepsilon_k+\eta$ shows what was lost. Even powers of $\Delta$ cancel in the difference $f_+-f_-$, and

$$\frac{f(\bar\varepsilon+\Delta/2)-f(\bar\varepsilon-\Delta/2)}{\Delta}
=f'(\bar\varepsilon)+\frac{\Delta^2}{24}f'''(\bar\varepsilon)+O(\Delta^4).$$

The shift $\eta$ is of order $q^2$. The separation $\Delta$ is of order $q$, so $\Delta^2$ is also of order $q^2$. The tempting solution kept the displacement of the midpoint and dropped the finite width of the interval, although both enter at the order asked for.

## The right solution

**The missing term.** Take first a temperature $T>0$, so that $f$ is smooth and the expansion in $q$ is legitimate. In the new term $\bar\varepsilon$ may be replaced by $\varepsilon_k$, since the difference is of order $q^4$. With $\Delta=\hbar v_zq$, the addition to $S$ is

$$S_\Delta=\frac{\hbar^2q^2}{24}\,\frac2V\sum_{\mathbf k}v_x^2v_z^2f'''(\varepsilon_k).$$

For the angular average, write $v_z=v\cos\theta$ and $v_x=v\sin\theta\cos\varphi$. Averaging over $\varphi$ gives a factor $\frac12$, and

$$\langle v_x^2v_z^2\rangle=\frac{v^4}{2}\left(\langle\cos^2\theta\rangle-\langle\cos^4\theta\rangle\right)
=\frac{v^4}{2}\left(\frac13-\frac15\right)=\frac{v^4}{15}.$$

Since $v^4=4\varepsilon^2/m^2$, the energy integral needed is $\int D\varepsilon^2f'''d\varepsilon$, with $D\varepsilon^2=C\varepsilon^{5/2}$. Two integrations by parts, whose boundary terms vanish at zero and at infinity, give

$$\int_0^\infty C\varepsilon^{5/2}f'''d\varepsilon
=-\frac52\int_0^\infty C\varepsilon^{3/2}f''d\varepsilon
=\frac{15}{4}\int_0^\infty C\varepsilon^{1/2}f'd\varepsilon=-\frac{15}{4}\nu .$$

Therefore

$$S_\Delta=\frac{\hbar^2q^2}{24}\cdot\frac{4}{15m^2}\cdot\left(-\frac{15}{4}\nu\right)=-\frac{\hbar^2\nu}{24m^2}q^2 .$$

**The check on the longitudinal case.** There the average is $\langle v_z^4\rangle=v^4/5$, three times as large. The missing term becomes $-\hbar^2\nu q^2/8m^2$ and cancels the midpoint term $\eta\nu/m=+\hbar^2\nu q^2/8m^2$, as gauge invariance requires at this order.

**The transverse result.** The cancellation is partial:

$$K=e^2\hbar^2\nu\left(\frac18-\frac1{24}\right)\frac{q^2}{m^2}+O(q^4)
=\frac{e^2\hbar^2\nu}{12m^2}q^2+O(q^4)=\frac{\mu_B^2\nu}{3}q^2+O(q^4).$$

With $K=-\chi_Lq^2/\mu_0$,

$$\boxed{\chi_L=-\frac13\,\mu_0\mu_B^2\nu=-\frac13\,\chi_P}$$

The temperature enters both susceptibilities through the same $\nu$, so the ratio holds at any $T>0$ in this model.

## Zero temperature and finite wavevector

At $T=0$ the Fermi function is a step and the Taylor expansion of $f$ is not available. One could let $T\to0$ in the result above, but this takes $q\to0$ first. A direct calculation at $T=0$ settles whether the order of these limits matters, and gives $K$ at finite $q$.

**Reducing the sum.** The quotient in $S$ is regular at $k_z=0$ except where a state lies on the Fermi surface, and its singularity there is integrable. A thin slab $|k_z|<\delta$ can thus be left out and $\delta$ sent to zero. The terms with $f_+$ and $f_-$ may then be separated, each as a principal value. Shift $\mathbf k$ by $-\mathbf q/2$ in the first and by $+\mathbf q/2$ in the second, so that both contain $f_k$:

$$S=\frac2V\sum_{\mathbf k}v_x^2f_k\left[\frac{1}{\varepsilon_k-\varepsilon_{\mathbf k-\mathbf q}}+\frac{1}{\varepsilon_k-\varepsilon_{\mathbf k+\mathbf q}}\right].$$

Reversing $k_z$ turns the first term into the second, so together they give twice the second. Its denominator is

$$\varepsilon_k-\varepsilon_{\mathbf k+\mathbf q}=-\frac{\hbar^2}{2m}q(q+2k_z).$$

At fixed $k_z$ the occupied states fill a disc of radius $R$ with $R^2=k_F^2-k_z^2$, over which

$$\int k_x^2\,dk_xdk_y=\int_0^R k^3dk\int_0^{2\pi}\cos^2\varphi\,d\varphi=\frac{\pi R^4}{4}.$$

Replacing $V^{-1}\sum_{\mathbf k}$ by $\int d^3k/(2\pi)^3$,

$$S=-\frac{4}{8\pi^3}\cdot\frac{\hbar^2}{m^2}\cdot\frac{2m}{\hbar^2}\cdot\frac\pi4\;
P\!\!\int_{-k_F}^{k_F}\frac{(k_F^2-k_z^2)^2}{q(q+2k_z)}dk_z .$$

The prefactor is $-1/(4\pi^2m)$. Set $u=k_z/k_F$ and $z=q/2k_F$; from here on $z$ denotes this ratio and not the coordinate. The denominator becomes $4k_F^2z(z+u)$, and with $k_F^3=3\pi^2n$,

$$S=-\frac{k_F^3}{16\pi^2mz}I=-\frac nm\,\frac{3}{16z}I,\qquad
I=P\!\!\int_{-1}^{1}\frac{(1-u^2)^2}{u+z}du .$$

**The integral.** Subtract and add $(1-z^2)^2$ in the numerator. The difference of squares factorizes:

$$(1-u^2)^2-(1-z^2)^2=(z^2-u^2)(2-z^2-u^2).$$

Dividing it by $u+z$ leaves $(z-u)(2-z^2-u^2)$. The part odd in $u$ integrates to zero, and the even part gives $z\left[2(2-z^2)-\frac23\right]$. Hence

$$I=(1-z^2)^2\ln\left|\frac{1+z}{1-z}\right|+z\left(\frac{10}{3}-2z^2\right),
\qquad K=\frac{ne^2}{m}\left(1-\frac{3I}{16z}\right).$$

**Small $q$.** With $\ln\frac{1+z}{1-z}=2z+\frac23z^3+\frac25z^5+\dots$ and $(1-z^2)^2=1-2z^2+z^4$, the coefficients in $I$ are

- $z$: $2+\frac{10}{3}=\frac{16}{3}$,
- $z^3$: $\frac23-4-2=-\frac{16}{3}$,
- $z^5$: $\frac25-\frac43+2=\frac{16}{15}$.

Multiplication by $3/16z$ gives $1-z^2+\frac15z^4+\dots$, so that

$$K=\frac{ne^2}{m}\left(z^2-\frac{z^4}{5}-\dots\right)=\frac{ne^2}{4mk_F^2}q^2+O(q^4),
\qquad \chi_L=-\frac{\mu_0ne^2}{4mk_F^2}=-\frac{\mu_0e^2k_F}{12\pi^2m}.$$

At $T=0$, $\nu=D(E_F)=3n/2E_F=mk_F/\pi^2\hbar^2$, and $\chi_P=\mu_0e^2k_F/4\pi^2m$. The ratio is again $-\frac13$, so the order of the two limits does not affect it. The midpoint approximation would have given $\frac38(q/k_F)^2$ for $Km/ne^2$ in place of $\frac14(q/k_F)^2$. Extrapolating a numerical integration of the original quotient gives the coefficient 0.2500.

**Large $q$.** For $z\gg1$ the denominator in $I$ is nearly $z$. Since $\int_{-1}^1(1-u^2)^2du=\frac{16}{15}$, $I\approx16/15z$ and $K\approx(ne^2/m)(1-1/5z^2)$. The field then couples occupied states to states of high energy, the paramagnetic current is small, and the diamagnetic current is left nearly uncompensated.

The range of the $q^2$ law follows from the closed form:

| $q/k_F$ | $K/(ne^2/m)$ | $K$ / ($q^2$ term) |
|---|---|---|
| 0.1 | 0.0025 | 0.9995 |
| 0.5 | 0.0617 | 0.987 |
| 1.0 | 0.237 | 0.948 |
| 3.0 | 0.904 | 0.402 |

At $q=k_F$ the full $K$ is about 5% below its $q^2$ term, as the next term, $-z^2/5$ relative to the first, predicts for $z=\frac12$. The first row shows how strong the cancellation is: at $q=0.1k_F$ the paramagnetic current cancels all but 0.25% of the diamagnetic one. A small relative error in $S$ is therefore a large error in $\chi_L$.

## A numerical case

Take a model gas with $n=5.0\times10^{28}\ \mathrm{m^{-3}}$ at zero temperature. Then

$$k_F=(3\pi^2n)^{1/3}=1.140\times10^{10}\ \mathrm{m^{-1}},\qquad
E_F=\frac{\hbar^2k_F^2}{2m}=4.95\ \mathrm{eV}.$$

The density of states is $\nu=3n/2E_F=9.46\times10^{46}\ \mathrm{J^{-1}m^{-3}}$, and the spin susceptibility is

$$\chi_P=\mu_0\mu_B^2\nu=1.022\times10^{-5}.$$

The orbital part follows separately from the current response, with $ne^2/m=1.409\times10^{21}$ in SI units:

$$\chi_L=-\frac{\mu_0}{4k_F^2}\,\frac{ne^2}{m}
=-\frac{\mu_0\,(1.409\times10^{21})}{4\,(1.140\times10^{10})^2}
=-3.41\times10^{-6}.$$

The sum is $6.82\times10^{-6}$: the gas as a whole is paramagnetic, with two thirds of the Pauli value. In a field of 1 T the linear orbital term is $\chi_LB/\mu_0=-2.71\ \mathrm{A/m}$. In a uniform field this is the orbital magnetization to a good approximation when $k_BT$ is at least as large as the Landau-level spacing $\hbar eB/m$ and small compared with $E_F$. At lower temperature the discrete levels add a part that oscillates with $B$ and lies outside linear response.

## Conditions and an independent check

The ratio belongs to free electrons in linear response. Suppose instead that the dispersion is parabolic with a band mass $m^*$, while the spin moment remains $\mu_B$. The orbital derivation holds with $m$ replaced by $m^*$, so $\chi_L=-\mu_0e^2\hbar^2\nu/12m^{*2}$, whereas $\chi_P=\mu_0e^2\hbar^2\nu/4m^2$. The ratio becomes $-\frac13(m/m^*)^2$, and for $m^*<m/\sqrt3$ the total is diamagnetic. Interactions between the electrons are outside the calculation.

The orbital result can also be reached without a response function. In a weak uniform field at $T>0$, with the spin energy left out, the grand potential per volume changes by $-\chi_LB^2/2\mu_0$ to order $B^2$, and it can be computed by summing over Landau levels. The numerical check does this at $k_BT=0.1$, $\mu=0.5$ and $B=0.05$, in units with $\hbar=m=e=1$, and obtains $\chi_P$ from thermal spin populations. The ratio found is $-0.3334$. The program also diagonalizes the Hamiltonian with the periodic vector potential, and the resulting $K$ agrees with the response formula at both wavevectors tested.

## Table of computed values

```
Zero temperature, K in units of n e^2/m (dimensionless)
q/kF=0.1: quadrature 0.0024987, closed form 0.0024987, K/(q^2 term) 0.99950
q/kF=0.5: quadrature 0.0617116, closed form 0.0617116, K/(q^2 term) 0.98739
q/kF=1.0: quadrature 0.2370115, closed form 0.2370115, K/(q^2 term) 0.94805
q/kF=1.5: quadrature 0.4928227, closed form 0.4928227, K/(q^2 term) 0.87613
q/kF=3.0: quadrature 0.9044067, closed form 0.9044067, K/(q^2 term) 0.40196
longitudinal |K| at q/kF=0.5 below 1e-9: True
longitudinal |K| at q/kF=3.0 below 1e-9: True
extrapolated K/(n e^2/m) / (q/kF)^2 = 0.250000
series of K/(n e^2/m) in z = q/(2kF): -z**6/35 - z**4/5 + z**2
Finite temperature, hbar=m=e=1: mu=0.5, T=0.1
q=0.25: K from diagonalization 5.154646e-04, from formula 5.154646e-04
q=0.5: K from diagonalization 2.040479e-03, from formula 2.040479e-03
thermal mean wavenumber <k> = 0.980126
chi_L/mu0, wave field extrapolated to q=0: -8.275940e-03
chi_L/mu0, Landau levels at B=0.05: -8.276422e-03
chi_L/mu0, formula -<k>/(12 pi^2): -8.275627e-03
chi_P/mu0, spin populations: 2.482688e-02
chi_P/mu0, formula <k>/(4 pi^2): 2.482688e-02
ratio Landau levels / spin populations: -0.33337
Worked example, SI
density n = 5.00e+28 m^-3
Fermi wavenumber kF = 1.1397e+10 m^-1
Fermi energy = 4.949 eV
density of states at EF, both spins = 9.4588e+46 J^-1 m^-3
n e^2/m = 1.4090e+21 A m^-2 per (T m)
chi_P = 1.0223e-05 (SI, dimensionless)
chi_L = -3.4077e-06 (SI, dimensionless)
chi_P + chi_L = 6.8153e-06 (SI, dimensionless)
chi_L/chi_P = -0.333333
orbital magnetization at B = 1 T: -2.712 A/m
```
